# Why an Ehrlich-Schwoebel Barrier Bunches Steps in Sublimation, Not Growth: a numerical check

```python
"""
Result under test: a normal Ehrlich-Schwoebel (ES) barrier equalises terrace
widths in growth and favours step bunching in sublimation.
Surface descends towards +x; terrace n lies between step n (left, ascending
edge) and step n+1 (right, descending edge). Growth moves steps to +x.
Units: site spacing, second; area per site = 1.
D diffusion constant, tau desorption time, lam = sqrt(D*tau),
c0 equilibrium coverage, F deposition rate, w terrace width,
lp, lm = D/k for attachment from the lower and upper terrace,
g = strength of step repulsion (relative shift of equilibrium coverage).
For a disturbance exp(i*n*phi + sigma*t) of a uniform step train:
Re sigma = -(1-cos phi) * (K + R*(B + 2*(1-cos phi))),
K = (F-c0/tau)*(b^2-a^2)/M^2, R = 6*g*D*c0/(lam*M*w),
B = 2*(cosh q-1)+(a+b)*sinh q, M = (a+b)*cosh q+(1+a*b)*sinh q,
with q = w/lam, a = lp/lam, b = lm/lam.
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import odeint

T = 1000.0
E_barrier = 0.2
D = 1.0e6
tau = 0.01
c0 = 1.0e-4
w0 = 20.0
F_growth, F_subl = 0.02, 0.0
g_example = 1.0e-3
lam = np.sqrt(D * tau)
kT = k_boltzmann * T / e_charge
hop_ratio = np.exp(-E_barrier / kT)
lp = 0.5
lm = 1.0 / hop_ratio - 0.5


def inflows(w, c_left, c_right, F, lp, lm):
    """Closed-form atom inflow to the left and right edge of a terrace."""
    q, a, b = w / lam, lp / lam, lm / lam
    ch, sh = np.cosh(q), np.sinh(q)
    M = (a + b) * ch + (1 + a * b) * sh
    s_left, s_right = F * tau - c_left, F * tau - c_right
    left = D / lam * ((ch + b * sh) * s_left - s_right) / M
    right = D / lam * ((ch + a * sh) * s_right - s_left) / M
    return left, right


def coefficients(w, F, lp, lm, g):
    q, a, b = w / lam, lp / lam, lm / lam
    M = (a + b) * np.cosh(q) + (1 + a * b) * np.sinh(q)
    K = (F - c0 / tau) * (b**2 - a**2) / M**2
    R = 6 * g * D * c0 / (lam * M * w)
    B = 2 * (np.cosh(q) - 1) + (a + b) * np.sinh(q)
    return K, R, B


def rate_formula(phi, w, F, lp, lm, g):
    K, R, B = coefficients(w, F, lp, lm, g)
    u = 1 - np.cos(phi)
    return -u * (K + R * (B + 2 * u))


# Chebyshev collocation: direct solution of the diffusion problem
n_cheb = 16
index = np.arange(n_cheb + 1)
nodes = np.cos(np.pi * index / n_cheb)
weight = np.ones(n_cheb + 1)
weight[[0, -1]] = 2.0
weight *= (-1.0) ** index
gap = nodes[:, None] - nodes[None, :]
D1 = np.outer(weight, 1 / weight) / (gap + np.eye(n_cheb + 1))
D1 -= np.diag(D1.sum(axis=1))
D2 = D1 @ D1


def inflows_direct(w, c_left, c_right, F, lp, lm):
    d1 = D1 * 2 / w
    A = lam**2 * D2 * (2 / w) ** 2 - np.eye(n_cheb + 1)
    rhs = np.full(n_cheb + 1, -F * tau)
    A[0] = lm * d1[0]
    A[0, 0] += 1
    rhs[0] = c_right
    A[-1] = lp * d1[-1]
    A[-1, -1] -= 1
    rhs[-1] = -c_left
    slope = d1 @ np.linalg.solve(A, rhs)
    return D * slope[-1], -D * slope[0]


def middle_step_velocity(x, w_ref, F, lp, lm, g):
    """Velocity of the third of five neighbouring steps."""
    w = np.diff(x)
    c = c0 * (1 + g * ((w_ref / w[1:])**3 - (w_ref / w[:-1])**3))
    from_lower = inflows_direct(w[2], c[1], c[2], F, lp, lm)[0]
    from_upper = inflows_direct(w[1], c[0], c[1], F, lp, lm)[1]
    return from_lower + from_upper


def velocity_derivatives(w, F, lp, lm, g):
    """Fourth-order differences with respect to the five step positions."""
    x = w * np.arange(-2.0, 3.0)
    h = 0.0025 * w
    out = []
    for j in range(5):
        def v(shift):
            y = x.copy()
            y[j] += shift
            return middle_step_velocity(y, w, F, lp, lm, g)
        out.append((8 * (v(h) - v(-h)) - v(2*h) + v(-2*h)) / (12 * h))
    return np.array(out)


def rate_direct(phi, derivatives):
    phase = np.outer(np.atleast_1d(phi), np.arange(-2, 3))
    return np.cos(phase) @ derivatives


# Lattice hopping against the continuum attachment lengths
def lattice_inflows(F, sites):
    exit_left, exit_right = D, D * hop_ratio
    A = np.zeros((sites, sites))
    for i in range(sites - 1):
        A[i, i] += D
        A[i + 1, i + 1] += D
        A[i, i + 1] -= D
        A[i + 1, i] -= D
    A += np.eye(sites) / tau
    A[0, 0] += exit_left
    A[-1, -1] += exit_right
    rhs = np.full(sites, F)
    rhs[0] += exit_left * c0
    rhs[-1] += exit_right * c0
    c = np.linalg.solve(A, rhs)
    return exit_left * (c[0] - c0), exit_right * (c[-1] - c0)


lattice_error = 0.0
for F in (F_growth, F_subl):
    lattice = np.array(lattice_inflows(F, int(w0)))
    continuum = np.array(inflows(w0, c0, c0, F, lp, lm))
    lattice_error = max(lattice_error,
                        np.max(np.abs(lattice / continuum - 1)))
assert lattice_error < 5e-3

# Closed fluxes against direct solutions, unequal edge coverages included
rng = np.random.default_rng(4)
flux_error = 0.0
for _ in range(30):
    w = rng.uniform(5, 250)
    cl, cr = c0 * rng.uniform(0.8, 1.2, 2)
    F = rng.uniform(0, 0.03)
    la, lb = rng.uniform(0.3, 40, 2)
    exact = np.array(inflows_direct(w, cl, cr, F, la, lb))
    closed = np.array(inflows(w, cl, cr, F, la, lb))
    flux_error = max(flux_error, np.max(np.abs(exact - closed))
                     / np.max(np.abs(exact)))
assert flux_error < 1e-7

# Stability: numerical derivatives of directly computed velocities
phis = np.linspace(0.2, np.pi, 25)
rate_error = 0.0
for w in (w0, 250.0):
    for F in (F_growth, F_subl):
        for la, lb in ((lp, lm), (lm, lp)):
            for g in (0.0, g_example):
                der = velocity_derivatives(w, F, la, lb, g)
                direct = rate_direct(phis, der)
                formula = rate_formula(phis, w, F, la, lb, g)
                rate_error = max(rate_error,
                                 np.max(np.abs(direct - formula))
                                 / np.max(np.abs(formula)))
                if g == 0.0:
                    normal = lb > la
                    growing = F > c0 / tau
                    if normal == growing:
                        assert np.all(direct < 0)
                    else:
                        assert np.all(direct > 0)
assert rate_error < 1e-4

# At balance between deposition and desorption the barrier has no effect
der = velocity_derivatives(w0, c0 / tau, lp, lm, 0.0)
assert np.max(np.abs(rate_direct(phis, der))) < 1e-8

# Limit of negligible desorption length effects, at fixed net supply
saved = tau, lam, c0
tau, c0 = 1.0e4, 100.0 * 1.0e-6
lam = np.sqrt(D * tau)
F_test = 0.01 + c0 / tau
der = velocity_derivatives(w0, F_test, lp, lm, 0.0)
limit_direct = -rate_direct(np.pi, der)[0] / 2
limit_formula = 0.01 * (lm**2 - lp**2) / (w0 + lp + lm)**2
tau, lam, c0 = saved
assert abs(limit_direct / limit_formula - 1) < 1e-3

# Repulsion threshold and fastest mode in sublimation
K_growth = coefficients(w0, F_growth, lp, lm, 0.0)[0]
K_subl, R_one, B = coefficients(w0, F_subl, lp, lm, 1.0)
g_critical = -K_subl / (R_one * B)
below = velocity_derivatives(w0, F_subl, lp, lm, 0.9 * g_critical)
above = velocity_derivatives(w0, F_subl, lp, lm, 1.1 * g_critical)
assert rate_direct(0.05, below)[0] > 0
assert np.all(rate_direct(np.linspace(0.05, np.pi, 60), above) < 0)

R = R_one * g_example
u_fast = min(2.0, (-K_subl - R * B) / (4 * R))
phi_fast = np.arccos(1 - u_fast)
rate_fast = rate_formula(phi_fast, w0, F_subl, lp, lm, g_example)
der = velocity_derivatives(w0, F_subl, lp, lm, g_example)
scan = np.linspace(0.05, np.pi, 5000)
scan_rates = rate_direct(scan, der)
assert abs(scan[np.argmax(scan_rates)] - phi_fast) < 5e-3
assert abs(np.max(scan_rates) / rate_fast - 1) < 1e-3

# Alternating wide and narrow terraces, no repulsion
wide, narrow = 22.0, 18.0
pair = {}
for name, F, K in (("growth", F_growth, K_growth),
                   ("sublimation", F_subl, K_subl)):
    fw = inflows_direct(wide, c0, c0, F, lp, lm)
    fn = inflows_direct(narrow, c0, c0, F, lp, lm)
    v_ascending = fw[0] + fn[1]
    v_descending = fn[0] + fw[1]
    change = v_descending - v_ascending
    linear = -2 * K * (wide - narrow) / 2
    assert abs(change / linear - 1) < 0.03
    pair[name] = (v_ascending, v_descending, change)
assert pair["growth"][2] < 0 < pair["sublimation"][2]


# Nonlinear evolution of a periodic step train
def width_change(w, t, F):
    w_back = np.roll(w, 1)
    c = c0 * (1 + g_example * ((w0 / w)**3 - (w0 / w_back)**3))
    left, right = inflows(w, c, np.roll(c, -1), F, lp, lm)
    v = left + np.roll(right, 1)
    return np.roll(v, -1) - v


n_steps = 16
disorder = rng.normal(size=n_steps)
disorder -= disorder.mean()
start = w0 + disorder / disorder.std()
times = np.array([0.0, 20000.0, 60000.0])
trains = {}
for name, F in (("growth", F_growth), ("sublimation", F_subl)):
    path = odeint(width_change, start, times, args=(F,),
                  rtol=1e-8, atol=1e-8, mxstep=500000)
    assert np.all(np.isfinite(path)) and np.all(path > 0)
    assert np.allclose(path.sum(axis=1), n_steps * w0, atol=1e-5)
    trains[name] = path
assert trains["growth"][-1].std() < 0.1 * start.std()
assert trains["sublimation"][-1].std() > 2 * start.std()

flux_g = inflows(w0, c0, c0, F_growth, lp, lm)
flux_s = inflows(w0, c0, c0, F_subl, lp, lm)
speed = sum(flux_g)
layer_rate = abs(sum(flux_s)) / w0

print(f"temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"ES barrier: {E_barrier:.2f} eV; edge hop ratio: {hop_ratio:.5f}")
print(f"diffusion constant: {D:.1e} sites^2/s")
print(f"desorption time: {tau:.3f} s; length lam: {lam:.1f} sites")
print(f"equilibrium coverage c0: {c0:.1e} per site")
print(f"mean terrace width: {w0:.1f} sites")
print(f"attachment length lower side lp: {lp:.3f} sites")
print(f"attachment length upper side lm: {lm:.3f} sites")
print(f"deposition in growth: {F_growth:.3f} layers/s")
print(f"deposition in sublimation: {F_subl:.3f} layers/s")
print(f"net supply, growth: {F_growth-c0/tau:+.3f} layers/s")
print(f"net supply, sublimation: {F_subl-c0/tau:+.3f} layers/s")
print(f"growth inflow, ascending edge: {flux_g[0]:+.5f} atoms/s per site")
print(f"growth inflow, descending edge: {flux_g[1]:+.5f} atoms/s per site")
print(f"sublimation inflow, ascending: {flux_s[0]:+.5f} atoms/s per site")
print(f"sublimation inflow, descending: {flux_s[1]:+.5f} atoms/s per site")
print(f"share exchanged with ascending edge: {flux_g[0]/speed:.4f}")
print(f"uniform step speed, growth: {speed:+.5f} sites/s")
print(f"ratio v*w/D: {speed*w0/D:.2e}")
print(f"coverage bound F*tau in growth: {F_growth*tau:.1e} per site")
print(f"K growth: {K_growth:+.5e} 1/s; sublimation: {K_subl:+.5e} 1/s")
print(f"pairing rate without repulsion, growth: {-2*K_growth:+.5e} 1/s")
print(f"pairing rate without repulsion, sublim.: {-2*K_subl:+.5e} 1/s")
print(f"alternating widths: {wide:.0f} and {narrow:.0f} sites")
for name, (va, vd, change) in pair.items():
    print(f"{name}, ascending edge of wide terrace: {va:+.5f} sites/s")
    print(f"{name}, descending edge of wide terrace: {vd:+.5f} sites/s")
    print(f"{name}, change of wide terrace: {change:+.5e} sites/s")
print(f"repulsion g: {g_example:.4f}; critical g: {g_critical:.5f}")
print(f"R: {R:.5e} 1/s; B: {B:.5f}")
print(f"fastest phase: {phi_fast:.4f} rad")
print(f"fastest wavelength: {2*np.pi/phi_fast:.2f} steps")
print(f"fastest bunching rate: {rate_fast:.5e} 1/s")
print(f"e-fold time: {1/rate_fast:.0f} s")
print(f"layers removed per e-fold: {layer_rate/rate_fast:.1f}")
print(f"steps in nonlinear train: {n_steps}")
for name, path in trains.items():
    for t, w in zip(times, path):
        print(f"{name}, t={t:.0f} s: width std {w.std():.4f}, "
              f"min {w.min():.3f}, max {w.max():.3f} sites")
print(f"largest relative lattice-continuum gap: {lattice_error:.1e}")
print(f"largest relative flux error: {flux_error:.1e}")
print(f"largest relative stability-rate error: {rate_error:.1e}")
print(f"no-desorption limit K: direct {limit_direct:.5e} 1/s, "
      f"formula {limit_formula:.5e} 1/s")
print("finished without a failed check")
```

Running it gives:

```
temperature: 1000 K; kT: 0.08617 eV
ES barrier: 0.20 eV; edge hop ratio: 0.09818
diffusion constant: 1.0e+06 sites^2/s
desorption time: 0.010 s; length lam: 100.0 sites
equilibrium coverage c0: 1.0e-04 per site
mean terrace width: 20.0 sites
attachment length lower side lp: 0.500 sites
attachment length upper side lm: 9.685 sites
deposition in growth: 0.020 layers/s
deposition in sublimation: 0.000 layers/s
net supply, growth: +0.010 layers/s
net supply, sublimation: -0.010 layers/s
growth inflow, ascending edge: +0.12959 atoms/s per site
growth inflow, descending edge: +0.06902 atoms/s per site
sublimation inflow, ascending: -0.12959 atoms/s per site
sublimation inflow, descending: -0.06902 atoms/s per site
share exchanged with ascending edge: 0.6525
uniform step speed, growth: +0.19861 sites/s
ratio v*w/D: 3.97e-06
coverage bound F*tau in growth: 2.0e-04 per site
K growth: +1.00346e-03 1/s; sublimation: -1.00346e-03 1/s
pairing rate without repulsion, growth: -2.00693e-03 1/s
pairing rate without repulsion, sublim.: +2.00693e-03 1/s
alternating widths: 22 and 18 sites
growth, ascending edge of wide terrace: +0.20059 sites/s
growth, descending edge of wide terrace: +0.19656 sites/s
growth, change of wide terrace: -4.03206e-03 sites/s
sublimation, ascending edge of wide terrace: -0.20059 sites/s
sublimation, descending edge of wide terrace: -0.19656 sites/s
sublimation, change of wide terrace: +4.03206e-03 sites/s
repulsion g: 0.0010; critical g: 0.01684
R: 9.82556e-04 1/s; B: 0.06064
fastest phase: 0.7077 rad
fastest wavelength: 8.88 steps
fastest bunching rate: 1.13341e-04 1/s
e-fold time: 8823 s
layers removed per e-fold: 87.6
steps in nonlinear train: 16
growth, t=0 s: width std 1.0000, min 17.033, max 21.290 sites
growth, t=20000 s: width std 0.0397, min 19.944, max 20.056 sites
growth, t=60000 s: width std 0.0010, min 19.999, max 20.001 sites
sublimation, t=0 s: width std 1.0000, min 17.033, max 21.290 sites
sublimation, t=20000 s: width std 0.8551, min 18.650, max 21.159 sites
sublimation, t=60000 s: width std 7.8229, min 10.407, max 31.062 sites
largest relative lattice-continuum gap: 1.8e-05
largest relative flux error: 4.5e-12
largest relative stability-rate error: 3.9e-08
no-desorption limit K: direct 1.02672e-03 1/s, formula 1.02672e-03 1/s
finished without a failed check
```
